# The Linear-Response Hubbard U: Derivation, Meaning and Limits, part 1

(Sections cited here and not found follow in the second part.)

## First half: two responses and the curvature between them

A calculation of titanium dioxide growth from TiCl4 that adds a Hubbard correction to the Ti 3d shell needs a number for $U$. The Coulomb integral of the 3d shell of a free Ti$^{4+}$ ion is about 19 eV in the small basis used below (a larger all-electron basis gives a somewhat higher value), while the calculation below gives about 8 eV for the shell in the molecule, and about 6 eV when the 3d orbitals are defined in another reasonable way. The decision is therefore twofold: which quantity to compute, and whether a value found with one set of localised orbitals may be used with another. Both answers follow from what linear response measures.

### The subspace and its field

Take a closed-shell Kohn-Sham system with real orbitals, doubly occupied levels $i,j$ and empty levels $a,b$, separated by a gap. The functional is an approximate one that depends on the density, such as the local density approximation (LDA). Let $|m\rangle$ be $M$ orthonormal localised orbitals, for example the five 3d orbitals of one atom. Their projector and their occupation, summed over spin, are

$$O=\sum_{m=1}^{M}|m\rangle\langle m|,\qquad N=2\sum_i\langle i|O|i\rangle. \tag{1}$$

The choice of the $|m\rangle$ is part of the definition of $N$, and everything derived from $N$ inherits it.

Add the energy $\alpha N$, which shifts the potential of the subspace by $\alpha$ for both spins. A positive $\alpha$ repels electrons from the subspace. Let $E[D]$ be the Kohn-Sham energy of the one-particle density operator $D=2\sum_i|i\rangle\langle i|$, and define

$$\mathcal E(\alpha)=\min_D\{E[D]+\alpha N[D]\}. \tag{2}$$

The minimum is taken over closed-shell determinants with a fixed total number of electrons. When $\alpha$ changes, $\mathcal E$ changes through the explicit factor $\alpha$ and through the minimising $D$. The second contribution vanishes at first order because $D$ is a stationary point. Hence

$$\frac{d\mathcal E}{d\alpha}=N(\alpha). \tag{3}$$

For each fixed $D$ the bracket in (2) is a straight line in $\alpha$. The minimum of a family of straight lines is concave, so

$$\chi\equiv\frac{dN}{d\alpha}=\frac{d^2\mathcal E}{d\alpha^2}\le 0 . \tag{4}$$

This is the screened response: all orbitals, the density and the potential have readjusted. We assume $\chi\neq0$, so that $N(\alpha)$ can be inverted near $\alpha=0$.

### Curvature of the energy against occupation

The energy without the field, as a function of the occupation, is the Legendre transform

$$E(N)=\mathcal E(\alpha)-\alpha N,\qquad \alpha=\alpha(N). \tag{5}$$

It is the lowest energy at the given occupation. Indeed, any $D$ with $N[D]=N$ satisfies $E[D]+\alpha N\ge\mathcal E(\alpha)$, and therefore $E[D]\ge E(N)$. Differentiating (5) and using (3) gives

$$\frac{dE}{dN}=\frac{d\mathcal E}{d\alpha}\frac{d\alpha}{dN}-\frac{d\alpha}{dN}N-\alpha=-\alpha. \tag{6}$$

A second derivative gives

$$\frac{d^2E}{dN^2}=-\frac{d\alpha}{dN}=-\frac1\chi . \tag{7}$$

The right side is positive because $\chi$ is negative. A stiff subspace, whose occupation hardly follows the field, has a large curvature.

This curvature is not yet an interaction energy. Even independent electrons resist a change of $N$, because it requires mixing occupied levels with empty ones across a gap. To find that part, freeze the Kohn-Sham Hamiltonian at its ground-state form $H_0$ and replace $E[D]$ by the linear functional $\mathrm{Tr}(DH_0)$. Nothing in (2) to (7) used the form of $E[D]$, so the same steps apply. With the bare response $\chi_0$ defined as $dN/d\alpha$ for the Hamiltonian $H_0+\alpha O$,

$$\frac{d^2E_{\rm frozen}}{dN^2}=-\frac1{\chi_0}. \tag{8}$$

The word "bare" refers here to the frozen potential. The orbitals are still those of the molecule or solid, fully hybridised with their surroundings.

The effective interaction of the subspace is defined as the curvature (7) less the curvature (8):

$$U=\left(-\frac1\chi\right)-\left(-\frac1{\chi_0}\right)=\frac1{\chi_0}-\frac1\chi . \tag{9}$$

The order of the terms belongs to the sign of the field. If the added energy were written $-\alpha N$, both responses would be positive and the same $U$ would read $1/\chi-1/\chi_0$.

### What the subtraction removes

To see that (9) isolates the interaction, expand the energy to second order. Write it as

$$E[D]=\mathrm{Tr}(Dh)+E_{\rm Hxc}[\rho], \tag{10}$$

where $h$ holds the kinetic energy and the external potential, and $E_{\rm Hxc}$ is the Hartree and exchange-correlation energy. Its first derivative with respect to the density $\rho$ is the potential $v_{\rm Hxc}$, and $H_0=h+v_{\rm Hxc}$ at the ground state. Its second derivative is the kernel

$$f(\mathbf r,\mathbf r')=\frac{e^2}{4\pi\varepsilon_0|\mathbf r-\mathbf r'|}+\frac{\delta v_{\rm xc}(\mathbf r)}{\delta\rho(\mathbf r')} . \tag{11}$$

Since $\mathrm{Tr}(Dh)$ is linear in $D$, the energy change is

$$\delta E=\mathrm{Tr}(\delta D\,H_0)+\frac12\iint\delta\rho(\mathbf r)f(\mathbf r,\mathbf r')\delta\rho(\mathbf r')\,d^3r\,d^3r'+\dots \tag{12}$$

The first term is the frozen problem, and the second is the interaction. The subtraction in (9) would simply deliver the second term if the two minimisations led to the same $\delta\rho$. They do not, because electrons that interact choose a different density change for the same $\delta N$. The consequence of that difference is worked out in the second half, and it needs an explicit form of (12).

Mix each occupied orbital with the empty ones by small amplitudes $c_{ia}$:

$$|i'\rangle=|i\rangle+\sum_a c_{ia}|a\rangle-\frac12\sum_{ja}c_{ia}c_{ja}|j\rangle+O(c^3). \tag{13}$$

The last term keeps the set orthonormal. The overlap $\langle i'|j'\rangle$ receives $+\sum_a c_{ia}c_{ja}$ from the empty orbitals and twice $-\frac12\sum_a c_{ia}c_{ja}$ from the correction, so these cancel. The frozen energy changes by

$$2\sum_i\langle i'|H_0|i'\rangle-2\sum_i\varepsilon_i=2\sum_{ia}c_{ia}^2\varepsilon_a-2\sum_{ia}c_{ia}^2\varepsilon_i=2\sum_{ia}\Delta_{ia}c_{ia}^2, \tag{14}$$

with $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$. The factor 2 is spin. The density change at first order is

$$\delta\rho(\mathbf r)=2\sum_i 2\,\psi_i\sum_a c_{ia}\psi_a=\sum_{ia}y_{ia}\,\psi_i(\mathbf r)\psi_a(\mathbf r),\qquad y_{ia}=4c_{ia}. \tag{15}$$

One factor 2 is spin, and the other comes from the two places in $\psi_i^2$ where the change can occur. In the same way

$$\delta N=\sum_{ia}P_{ia}y_{ia}=P^{T}y,\qquad P_{ia}=\langle i|O|a\rangle . \tag{16}$$

Here the pairs $ia$ label the components of the column vectors $y$ and $P$. In terms of $y$ the frozen energy (14) is $\frac18\sum\Delta_{ia}y_{ia}^2$. Define the diagonal matrix $X_0$ and the kernel matrix $K$ by

$$(X_0)_{ia,ia}=-\frac4{\Delta_{ia}},\qquad K_{ia,jb}=\iint\psi_i\psi_a(\mathbf r)\,f(\mathbf r,\mathbf r')\,\psi_j\psi_b(\mathbf r')\,d^3r\,d^3r' . \tag{17}$$

Then $\frac18\Delta_{ia}=-\frac12(X_0^{-1})_{ia,ia}$, and the second-order energy becomes

$$\delta E=\frac12\,y^{T}\mathcal M\,y,\qquad \mathcal M=K-X_0^{-1}. \tag{18}$$

The ground state is stable against closed-shell changes when $\mathcal M$ is positive definite, and this is assumed from here on.

With the field present, minimise $\frac12y^{T}\mathcal My+\alpha P^{T}y$. The second-order part of $N$ may be dropped, since it is multiplied by $\alpha$ and so contributes at third order. Setting the derivative to zero gives $\mathcal My=-P\alpha$. Inserting $\mathcal M$ and multiplying by $X_0$ turns this into

$$y=X_0\,(P\alpha+Ky). \tag{19}$$

This is the self-consistency condition: the independent electrons respond to the applied field plus the potential $Ky$ that their own rearrangement induces. Solving it and projecting on the subspace gives

$$\chi=P^{T}XP,\qquad X=(X_0^{-1}-K)^{-1}=-\mathcal M^{-1}. \tag{20}$$

With the potential frozen, the term $Ky$ is absent, and

$$\chi_0=P^{T}X_0P=-4\sum_{ia}\frac{P_{ia}^2}{\varepsilon_a-\varepsilon_i}. \tag{21}$$

Equation (21) shows what governs the bare response. It is large when occupied and empty levels that lie close in energy both carry weight on the same orbitals of the subspace.

### When the difference is poorly determined

If the subspace does not hybridise, each orbital lies either wholly in the occupied space or wholly in the empty one. Then all $P_{ia}$ vanish, both responses go to zero and both inverses diverge. Near that limit $U$ is a difference of two large numbers, and errors in the responses are magnified. Nor need $U$ itself stay finite: if all $P_{ia}$ shrink by a factor $\lambda$ while the orbitals, levels and kernel stay fixed, (20) and (21) scale both responses by $\lambda^2$, and $U$ grows as $1/\lambda^2$. For small errors $d\chi_0$ and $d\chi$, equation (9) gives

$$dU=-\frac{d\chi_0}{\chi_0^2}+\frac{d\chi}{\chi^2}. \tag{22}$$

Nearly full and nearly empty shells with weak hybridisation therefore demand very well converged occupations. A vanishing gap causes a different failure. The sum (21) may diverge, and partial occupations of the levels then add terms that this derivation does not contain.

### TiCl4: occupations and energies

The example is a free TiCl4 molecule with tetrahedral symmetry and a rough Ti-Cl distance of 2.17 Å. It is treated in the LDA with the LANL2DZ basis and its core potentials, which leave 40 electrons and 54 basis functions. The subspace is made of the five lowest empty Kohn-Sham orbitals of the free Ti$^{4+}$ ion, computed with the same functional and basis. These are its 3d orbitals.

The ground state has a Kohn-Sham gap of 3.54 eV and a 3d occupation $N=2.62$. The formal count for titanium in this compound is a $d^0$ shell. The projector does not count that way: it collects every part of the occupied orbitals that overlaps with the 3d functions, including bonding orbitals that the formal count assigns to chlorine.

Fields of $\alpha=\pm0.10$ eV were applied. For $\chi$ the Kohn-Sham equations were solved to self-consistency at each field. For $\chi_0$ the ground-state Hamiltonian plus $\alpha O$ was diagonalised once, without any update of the potential. The central differences $[N(+\alpha)-N(-\alpha)]/2\alpha$ are

$$\chi_0=-0.6215\ \mathrm{eV^{-1}},\qquad \chi=-0.1061\ \mathrm{eV^{-1}} .$$

Self-consistency thus reduces the response about sixfold. With the unrounded responses, (9) gives

$$U=-1.609\ \mathrm{eV}+9.426\ \mathrm{eV}=7.817\ \mathrm{eV}.$$

The same fields also give the curvatures from energies alone. The field energy $\alpha N$ is subtracted from each total energy, and a parabola is passed through the three points at $-0.10$, 0 and $+0.10$ eV, as a function of $N$. Its second derivative is 9.426 eV for the self-consistent energies and 1.609 eV for the frozen ones. Their difference is again 7.817 eV. This is equation (7) at work: inverse responses and energy curvatures are the same numbers with opposite signs.

Taking $-1/\chi$ alone for the interaction would have given 9.4 eV, too large by the 1.6 eV that independent electrons would also have to pay. Equation (22) shows where the numerical care belongs. Since $1/\chi^2\approx89\ \mathrm{eV^2}$, an error of $0.001\ \mathrm{eV^{-1}}$ in $\chi$ moves $U$ by 0.09 eV. The same error in $\chi_0$ moves it by less than 0.003 eV. At a field of 0.10 eV the self-consistent occupation changes by only about 0.011 electrons, so an error of $0.001\ \mathrm{eV^{-1}}$ in $\chi$ corresponds to an error of $10^{-4}$ electrons in that change.

## Second half: what the number contains

The first half used a field energy $\alpha N$ on a localised subspace with occupation $N$. Changes of the density are described by a vector $y$ over occupied-empty pairs, and $P$ holds the pair elements of the projector, so that $\delta N=P^{T}y$. The independent-particle response $X_0$ is diagonal and negative, $K$ is the Hartree and exchange-correlation kernel, and stability means that $\mathcal M=K-X_0^{-1}$ is positive definite. The responses are $\chi_0=P^{T}X_0P$ with the potential frozen and $\chi=P^{T}XP$ with self-consistency, and $U=1/\chi_0-1/\chi$.

For several subspaces $I$, with fields $\alpha_I$ and occupation changes $n_I=\delta N_I$, give $P$ one column per subspace. Then $\chi_0$ and $\chi$ are symmetric matrices with $n=\chi\alpha$, the Hessian of $E(N)$ is $-\chi^{-1}$, and

$$U=\chi_0^{-1}-\chi^{-1}. \tag{23}$$

The columns of $P$ are assumed to be linearly independent, so that the inverses exist.

The linear-response $U$ is now defined as the curvature of the energy against occupation less the part that independent electrons would also show, and for the Ti 3d shell of TiCl4 it is 7.8 eV. It remains to find which interaction this number contains, what a correction built with it does, and how far the value can be carried to other projectors, sets of sites or the growing film.
